# Extremal Orbit Areas and Cyclotron Masses from Gridded Band Energies

Suppose that a calculation has delivered band energies on a grid of wave vectors, and that someone wants the de Haas-van Alphen frequency. Joining the points where grid lines cross the Fermi surface gives a polygon, and its area looks like the answer. Yet even with eight points placed exactly on a circle, as in the example below, the polygon's area is 17% too small. Refinement helps slowly: for the ellipsoid treated later, a polygon traced on a mesh of 161 by 161 points still has a relative error of up to $1.0\times10^{-4}$. In the sodium model at the end, the frequencies along [001] and [110] differ by only $6\times10^{-5}$ of their value. An error of $1.0\times10^{-4}$ in either frequency would exceed that difference, which could then be trusted only if the errors in the two directions were known to cancel. For the nearly circular sodium sections they largely do: on a mesh of 161 points per side each polygon is low by about $3\times10^{-5}$, and the two errors agree to about $10^{-6}$. For sections of different shape no such cancellation can be counted on. A second mistake is possible too: even a perfectly measured section gives the wrong frequency if it is cut at a height where the area is not stationary.

## Which area, and which mass

Atomic units are used in the algebra, so $\hbar=e=m_e=1$, and the electron has charge $-1$. Let $\mathbf b$ be the unit vector along the field, $\kappa=\mathbf b\cdot\mathbf k$ the height of a plane normal to it, and $u,v$ the coordinates in that plane. The band is isolated, and Berry-phase and orbital-moment corrections are left out.

The equation of motion is $\dot{\mathbf k}=-\mathbf v\times\mathbf B$ with $\mathbf v=\nabla_{\mathbf k}E$. Since $\dot{\mathbf k}$ is normal to both $\mathbf v$ and $\mathbf B$, energy and $\kappa$ are conserved. The electron runs along the contour $E=E_F$ in a plane of fixed $\kappa$.

With the vector potential $\mathbf a$, the kinetic wave vector is $\boldsymbol\pi=\mathbf p+\mathbf a$, and
$$[\pi_u,\pi_v]=-i(\partial_u a_v-\partial_v a_u)=-iB .$$
Thus $Q=\pi_v/B$ and $P=\pi_u$ satisfy $[Q,P]=i$ and form a canonical pair. For a simple closed orbit with two smooth turning points, semiclassical quantization reads $|\oint P\,dQ|=2\pi(n+\tfrac12)$. The integral is the enclosed area $A$ divided by $B$, so
$$A=2\pi B(n+\tfrac12).$$
Successive levels cross $E_F$ at values of $1/B$ that are $2\pi/A$ apart. The frequency in $1/B$ is therefore $A/2\pi$.

Every plane contributes an oscillation with phase $A(\kappa)/B$. When $B$ is small on the scale of the changes in $A$, neighbouring planes cancel, except where $\partial A/\partial\kappa=0$. Hence
$$F=\frac{A_{\rm ext}}{2\pi}\quad\longrightarrow\quad F=\frac{\hbar}{2\pi e}A_{\rm ext}$$
in SI units. The factor is 10475.77 T Å$^2$. If $\partial^2A/\partial\kappa^2$ also vanishes, the usual quadratic stationary-phase amplitude fails, and a wider range of planes must be kept.

For the mass, let $\nabla_\perp E$ be the gradient within the plane. The contours at $E$ and $E+dE$ are separated by $dE/|\nabla_\perp E|$, so for an electron orbit
$$\frac{\partial A}{\partial E}=\oint\frac{dl}{|\nabla_\perp E|}.$$
The speed along the orbit is $|\dot{\mathbf k}|=B|\nabla_\perp E|$, and the period is $T=B^{-1}\partial A/\partial E$. Comparing $2\pi/T$ with $B/m_c$ gives
$$m_c=\frac1{2\pi}\frac{\partial A}{\partial E}.$$
For a hole orbit the area shrinks as $E$ rises, and the mass is negative. With energies in eV and lengths in Å, the right side is multiplied by $\hbar^2/m_e=7.61996$ eV Å$^2$ to give $m_c/m_e$.

The extremal plane may move as the energy changes. This does no harm, because
$$\frac{dA_{\rm ext}}{dE}=\frac{\partial A}{\partial E}+\frac{\partial A}{\partial\kappa}\frac{d\kappa}{dE},$$
and the last term vanishes at the extremum.

## A sphere by hand

Take $E=k^2/2$ and $E_F=\tfrac12$. The Fermi surface is a unit sphere, its central section has area $\pi$, and $F=\tfrac12$, $m_c=1$.

**Finding the contour.** Sample the central plane at $u,v=\pm\tfrac12,\pm\tfrac32$. The node $(\tfrac12,\tfrac12)$ has $E-E_F=-\tfrac14$, while $(\tfrac32,\tfrac12)$ has $+\tfrac34$. The sign change shows that the contour crosses this edge. Linear interpolation places the crossing a quarter of the way along, at $(0.75,0.5)$. Its radius is 0.9014 instead of 1.

The point must be moved onto the contour. Let $\mathbf g=\nabla_\perp E$. To first order, a displacement $\delta\mathbf p$ changes the energy by $\mathbf g\cdot\delta\mathbf p$. The shortest displacement that removes the excess is
$$\delta\mathbf p=-\frac{E-E_F}{|\mathbf g|^2}\,\mathbf g .$$
Here it turns a radius $r$ into $r-(r^2-1)/(2r)=\tfrac12(r+1/r)$. One step gives 1.0054 and a second gives 1.00001. The limit is the point $(3,2)/\sqrt{13}$.

By symmetry there are eight such points. The angles between neighbours alternate between $\phi_1$, with $\cos\phi_1=12/13$ and $\sin\phi_1=5/13$, and $\phi_2$, with $\cos\phi_2=5/13$ and $\sin\phi_2=12/13$. The polygon consists of triangles of area $\tfrac12\sin\phi$:
$$A_{\rm poly}=4\cdot\tfrac12\left(\tfrac5{13}+\tfrac{12}{13}\right)=\tfrac{34}{13}=2.6154,$$
which is 17% below $\pi$.

**Bending the chords.** The gradient at each vertex gives the direction of the contour there, and the polygon ignores it. Lay a coordinate $x=L\xi$ along a chord of length $L$, and let $h(x)$ be the height of the contour to the left of the chord. It vanishes at both ends, where its slopes are $s_1$ and $s_2$. The cubic with these properties is
$$h=L\left[s_1\xi(1-\xi)^2-s_2\xi^2(1-\xi)\right].$$
Since $\int_0^1\xi(1-\xi)^2d\xi=\int_0^1\xi^2(1-\xi)d\xi=\tfrac1{12}$,
$$\int_0^L h\,dx=\frac{L^2}{12}(s_1-s_2).$$
For counterclockwise travel the interior lies to the left. A bulge to the left removes area, so
$$A=A_{\rm poly}-\sum\frac{L^2}{12}(s_1-s_2).$$

On the circle the arc bulges to the right, with $s_1=-t$, $s_2=t$ and $t=\tan(\phi/2)=\sin\phi/(1+\cos\phi)$. Each chord therefore adds $L^2t/6$, where $L^2=2-2\cos\phi$. The short chord has $L^2=2/13$ and $t=1/5$, and adds 0.00513. The long one has $L^2=16/13$ and $t=2/3$, and adds 0.13675. Four of each give
$$A=2.6154+4(0.00513+0.13675)=3.1829 .$$
The error has fallen from 17% to 1.3%, with the same eight points.

**The mass.** The line integral needs the arc length. For small slopes, $\sqrt{1+h'^2}\approx1+\tfrac12h'^2$. Differentiating the cubic gives
$$h'=s_1(1-4\xi+3\xi^2)+s_2(3\xi^2-2\xi).$$
The squares of the two brackets each integrate to $2/15$, and their product to $-1/30$. Therefore
$$\ell\approx L+\tfrac12\int_0^Lh'^2dx=L\left[1+\frac{2s_1^2-s_1s_2+2s_2^2}{30}\right].$$
On the circle the bracket is $1+t^2/6$. The chords 0.39223 and 1.10940 become arcs of 0.39485 and 1.19158. Since $|\nabla_\perp E|=1$ on this contour,
$$m_c\approx\frac{4(0.39485+1.19158)}{2\pi}=1.010 .$$

**Finding the height.** Suppose that planes at $\kappa=-0.4,\,0.1,\,0.6$ have been measured, with areas $0.84\pi$, $0.99\pi$ and $0.64\pi$. The area first rises and then falls, so a maximum is bracketed. A parabola through three equally spaced values $A_-,A_0,A_+$, a distance $h$ apart, has slope $(A_+-A_-)/(2h)$ and second derivative $(A_+-2A_0+A_-)/h^2$ at the middle. Its stationary point is
$$\kappa_*=\kappa_0-\frac h2\,\frac{A_+-A_-}{A_+-2A_0+A_-}
=0.1-0.25\,\frac{-0.20}{-0.50}=0 .$$
That is the centre of the sphere. Taking the nearest plane instead would have cost 1% of the area.

## The general procedure

For a band known only on a grid, the steps are as follows.

1. Build a cubic spline in all three directions. It supplies $E$ between grid points and, through small differences, its gradient.
2. Choose planes normal to $\mathbf b$ that span the pocket. Sample each on a square mesh and mark every mesh edge on which $E-E_F$ changes sign.
3. Link the marked edges cell by cell. A cell with four crossings is ambiguous, and the mean of its corner energies decides which pairs belong together. Keep closed chains; discard those that end at the window's boundary.
4. Move the vertices onto the contour with the displacement formula. Drop a vertex that lies very close to its successor.
5. With chord $\mathbf d$ and tangent $\mathbf t=(-g_v,g_u)$, the slope relative to the chord is
$$s=\frac{d_ut_v-d_vt_u}{\mathbf d\cdot\mathbf t}.$$
Apply the area and arc-length formulas, then integrate a periodic spline of $1/|\nabla_\perp E|$ over arc length. Whether the gradient points outward or inward fixes the sign of the mass.
6. Match orbits on adjacent planes by their positions. Where the area difference changes sign, refine the height with three parabolas, the last two using half the original spacing.

The last step skips places where the number of orbits changes from plane to plane, because areas before and after a split are not values of one smooth function. Two extrema closer together than the plane spacing can be missed. An open orbit encloses no area and gives no frequency of this kind.

The cubic chord formula leaves an error proportional to $L^5$ on each segment. The number of segments grows as $1/L$, so the total area error scales as $L^4$ on a smooth contour.

## A tilted ellipsoid with a known answer

A good benchmark should leave the spline something to get wrong. A quadratic band has no fourth derivative, so a cubic spline would reproduce it exactly except for errors that spread inward from the edges of the grid. The band used here is therefore nonparabolic:
$$E(1+\alpha E)=\gamma(\mathbf k)=\tfrac12(\mathbf k-\mathbf k_0)\cdot M^{-1}(\mathbf k-\mathbf k_0).$$
Its Fermi surface is still an ellipsoid, with $\gamma_F=E_F(1+\alpha E_F)$.

To find the area of any section, write
$$A(\kappa)=\int d^3k\,\theta(\gamma_F-\gamma)\,\delta(\kappa-\mathbf b\cdot\mathbf k)$$
and substitute $\mathbf k=\mathbf k_0+M^{1/2}\mathbf q$. Then $\gamma=q^2/2$ and $d^3k=\sqrt{\det M}\,d^3q$. With $\mathbf c=M^{1/2}\mathbf b$ and $\kappa'=\kappa-\mathbf b\cdot\mathbf k_0$, the delta function becomes $\delta(\kappa'-\mathbf c\cdot\mathbf q)$. Integrating along $\mathbf c$ contributes $1/|\mathbf c|$ and sets that component of $\mathbf q$ to $\kappa'/|\mathbf c|$. What remains is a disk of squared radius $2\gamma_F-\kappa'^2/|\mathbf c|^2$. Since $|\mathbf c|^2=\mathbf b\cdot M\mathbf b$,
$$A(\kappa)=\pi\sqrt{\frac{\det M}{\mathbf b\cdot M\mathbf b}}\left[2\gamma_F-\frac{(\kappa-\mathbf b\cdot\mathbf k_0)^2}{\mathbf b\cdot M\mathbf b}\right].$$
The maximum lies at $\kappa=\mathbf b\cdot\mathbf k_0$. Using $d\gamma_F/dE_F=1+2\alpha E_F$,
$$F=\gamma_F\sqrt{\frac{\det M}{\mathbf b\cdot M\mathbf b}},\qquad
m_c=(1+2\alpha E_F)\sqrt{\frac{\det M}{\mathbf b\cdot M\mathbf b}} .$$

The chosen pocket has principal masses 0.2, 0.4 and 1.0 $m_e$, $E_F=0.3$ eV and $\alpha=0.5$ eV$^{-1}$. Thus $\gamma_F=0.3(1.15)=0.345$ eV. The centre is $(0.02,-0.01,0.03)$ Å$^{-1}$, and the axes are turned by 35°, 25° and 15° about the fixed $z$, $y$ and $x$ axes in that order.

For a field along $z$, the direction cosines with the three principal axes are $-0.1859$, 0.4462 and 0.8754. Hence
$$\mathbf b\cdot M\mathbf b=0.2(0.0346)+0.4(0.1991)+1.0(0.7664)=0.8529 .$$
With $\det M=0.08$, the square root is 0.3063. The mass is $1.3\times0.3063=0.398\,m_e$, and the area is
$$A=2\pi\,\frac{0.345}{7.61996}\,0.3063=0.0871\ \text{Å}^{-2}.$$
The frequency is 912.70 T. Extraction from the finest grid gives the same value to the printed 0.0001 T.

When the field is tilted from $z$ towards $x$ by 30°, 60° and 90°, the extracted frequencies are 862.50, 988.52 and 1337.89 T, again in agreement with the formula. The minimum among these four directions is not at the start of the scan, because $M_{xz}>0$ here: as the field first tilts from $z$ towards $x$, this element raises $\mathbf b\cdot M\mathbf b$ and so lowers $F$. The ratio $F/m_c$ is 2292 T$/m_e$ for each direction. The formulas require this, since the direction-dependent square root cancels.

## What limits the accuracy

The grid step was reduced from 0.04 to 0.02 and 0.01 Å$^{-1}$, and the contour mesh was refined from 41 to 81 and 161 points per side. The largest relative area error over the four directions fell from $3.7\times10^{-5}$ to $2.3\times10^{-7}$ and $1.7\times10^{-8}$. The corresponding final mass error is $1.2\times10^{-7}$.

The two sources of error can be separated. With the exact band in place of the spline, the contour error falls by about 17 at each halving, close to the factor 16 expected from $L^4$. The largest spline energy error on the surface falls faster, by factors of about 109 and 63. Fourth-order interpolation would give 16. The excess comes from the edge of the box, where the spline's mirror condition imposes a zero slope that the band does not have. The resulting error shrinks by a factor of about 3.7 with each grid step away from the edge, and a finer grid puts more steps between the edge and the pocket. Once this error is negligible, the factor settles near 16, so the larger factors should not be extrapolated to finer grids. A pocket that lies only a few grid steps from the edge needs a wider box.

The mass has an independent check. At 30° tilt, the extremal areas at 0.29 and 0.31 eV give $0.376246\,m_e$ by their difference, the same as the line integral. Reversing the sign of the band and of $E_F$ reverses the sign of the mass.

The frequency can also be tested against quantum levels. In the plane through the pocket centre, $\gamma$ becomes a quadratic operator in the noncommuting $\pi_u$ and $\pi_v$. The extracted frequency predicts that level $n=20$ reaches $E_F$ at $B=862.50/20.5=42.073$ T. Diagonalizing the operator at this field, in 300 oscillator states, and converting $\gamma$ to $E$ gives 0.3000000 eV. This tests the quantization rule for a quadratic $\gamma$; a general band has higher-order corrections in $B$.

## More than one extremum

An ellipsoid cannot show whether the search finds minima. Replace $\gamma$ by
$$\gamma=\frac{k_x^2+k_y^2}{2m}+w\left[\left(\frac{k_z}{q}\right)^2-1\right]^2,$$
with $m=0.5\,m_e$, $w=0.15$ eV and $q=0.2$ Å$^{-1}$, keeping $E_F$ and $\alpha$. This is a dumbbell. For a field along $z$, $A=2\pi m(\gamma_F-w[\ldots]^2)$. There are two bellies at $k_z=\pm q$ and a neck at $k_z=0$. Their frequencies should have the ratio $0.345:0.195$.

The search finds all three orbits, with 1490.04 T for a belly and 842.20 T for the neck. The formula gives 1490.05 T for the belly, so the extracted value is low by 0.01 T. The cause is the parabola. Near a belly, at $k_z=q+x$, the axial energy is $4w(x^2/q^2+x^3/q^3+\ldots)$, and its cubic term shifts the fitted stationary point by $-h^2/(2q)$. The 25 planes span $\pm0.31$ Å$^{-1}$, so the final half-spacing is $h=0.0129$ Å$^{-1}$ and the shift is $4\times10^{-4}$ Å$^{-1}$. The relative area loss, $4w(h^2/2q^2)^2/\gamma_F$, is $8\times10^{-6}$, or 0.01 T. A smaller last step would reduce it.

With the field along $x$, the central section is peanut-shaped. Tracing gives 2402.73 T, in agreement with direct quadrature of its width.

## Sodium: a nearly spherical case

Sodium is a demanding application because its Fermi surface is close to a sphere. The model has a bcc lattice with $a=4.2$ Å, one conduction electron per atom, and a single (110) potential coefficient of 0.2 eV. Both values are rough. The filling condition sets the enclosed volume to half the Brillouin zone, $(2\pi/a)^3$. A sphere of this volume has $F=28\,344.7$ T.

Thirteen plane waves give 28 343.0 T along [001], 28 341.4 T along [110] and 28 358.2 T along [111]. The spread is 17 T, or 0.06%. The order is consistent with the geometry: the potential lowers the band near the ⟨110⟩ directions and pushes the surface outward there, and the central planes normal to [111], [001] and [110] contain six, four and two such directions. This count is only a rough guide. It fits the large value along [111], but the much smaller difference between [001] and [110] also depends on the sign and size of the potential coefficient.

Refining the periodic grid from 80 to 120 points per side changes $F$ by less than $10^{-6}$ in relative terms. Enlarging the basis to 43 waves, with the filling restored, changes it by at most $5\times10^{-6}$, or 0.14 T. The last digit quoted above is thus not converged: the [110] and [111] values become 28 341.3 T and 28 358.3 T, and 135 waves move them by only about 0.01 T more. The 17 T spread is therefore numerically resolved within this model. Its physical size is less certain: raising the potential coefficient to 0.3 eV at fixed filling shifts a frequency by up to $5\times10^{-4}$, comparable with the spread itself, which grows to about 35 T. Reversing the sign to $-0.2$ eV gives a spread of about 23 T. The absolute frequency is rougher still. Since $F\propto a^{-2}$ for the sphere, a 1% change in $a$ moves it by about 2%, or nearly 600 T.

At 10 T the [001] oscillation has a field period $B^2/F=3.5$ mT, so the field must be steady and uniform on a finer scale. With $X=2\pi^2k_BTm_c/(\hbar eB)$, thermal smearing at 1 K multiplies the amplitude by $X/\sinh X=0.71$. Scattering described by an assumed Dingle temperature of 1 K multiplies it by 0.23. Tunnelling to a neighbouring copy of the surface is negligible here: in a free-electron estimate, the natural logarithm of its probability is about $-1100$.

The band mass in the model is about $1.01\,m_e$. In real sodium, interactions raise the cyclotron mass to roughly $1.2\,m_e$, which would lower the thermal factor at the same field and temperature from 0.71 to about 0.62. Real sodium can also change its crystal structure partly on cooling, which a bcc model cannot represent. Self-consistency, other potential coefficients and spin-orbit coupling are omitted as well. The calculated anisotropy is thus a property of this model, not a prediction for a measured crystal. The numerical output below gives the remaining digits.

## Numbers as computed

```
hbar^2/m_e = 7.619964 eV angstrom^2
Frequency per area = 10475.7687 T angstrom^2
Ellipsoid principal masses = [0.2 0.4 1. ] m_e
Euler angles zyx = [35, 25, 15] degrees; centre = [ 0.02 -0.01  0.03] 1/angstrom
E_F = 0.300 eV; alpha = 0.500 1/eV; gamma_F = 0.3450 eV
Tilt  0 deg: area = 0.0871244 1/angstrom^2; kappa = 0.030000 1/angstrom
  F grid/exact = 912.6955 / 912.6955 T
  mass grid/exact = 0.398141 / 0.398141 m_e
Tilt 30 deg: area = 0.0823331 1/angstrom^2; kappa = 0.035981 1/angstrom
  F grid/exact = 862.5023 / 862.5023 T
  mass grid/exact = 0.376246 / 0.376246 m_e
Tilt 60 deg: area = 0.0943628 1/angstrom^2; kappa = 0.032321 1/angstrom
  F grid/exact = 988.5225 / 988.5225 T
  mass grid/exact = 0.431219 / 0.431219 m_e
Tilt 90 deg: area = 0.1277125 1/angstrom^2; kappa = 0.020000 1/angstrom
  F grid/exact = 1337.8869 / 1337.8869 T
  mass grid/exact = 0.583621 / 0.583621 m_e
Grid step 0.040 1/angstrom, contour mesh 41: max relative errors area 3.71e-05, mass 4.53e-04
  spline energy error = 3.31e-04 eV; contour-only relative area error = 1.76e-06
Grid step 0.020 1/angstrom, contour mesh 81: max relative errors area 2.28e-07, mass 2.07e-06
  spline energy error = 3.05e-06 eV; contour-only relative area error = 1.04e-07
Grid step 0.010 1/angstrom, contour mesh 161: max relative errors area 1.72e-08, mass 1.15e-07
  spline energy error = 4.85e-08 eV; contour-only relative area error = 5.98e-09
Uncorrected polygon, mesh 161: max relative area error = 1.03e-04
Mass at 30 deg from area difference = 0.376246 m_e
Landau level 20: B = 42.0733 T; E = 0.3000000 eV
Dumbbell: radial mass = 0.5 m_e; barrier = 0.15 eV; belly position = 0.2 1/angstrom
Dumbbell belly F = 1490.043 T; neck F = 842.204 T
Dumbbell side F grid/quadrature = 2402.728 / 2402.728 T
Sodium model: a = 4.20 angstrom; V110 = 0.20 eV; E_F = 3.24134 eV
Free-electron sphere: k_F = 0.92804 1/angstrom; F = 28344.66 T
Sodium [001]: F grid/direct = 28343.04 / 28343.04 T; mass = 1.01014 m_e
Sodium [110]: F grid/direct = 28341.36 / 28341.36 T; mass = 1.00897 m_e
Sodium [111]: F grid/direct = 28358.17 / 28358.18 T; mass = 1.01299 m_e
Sodium grid 80 to 120: max relative F shift = 9.42e-07
Sodium basis 13 to 43 waves: max relative F shift = 4.77e-06
Sodium V110 0.2 to 0.3 eV: max relative F shift = 4.92e-04
At 10 T: F/B [001] = 2834.3; field period = 3.528 mT
Thermal factor at 1 K = 0.7093
Scattering factor at Dingle temperature 1 K = 0.2267
[110] radius / zone-face distance = 0.92858 / 1.05783 1/angstrom
Free-electron tunnelling exponent = 1134.4
```
